# Silane's bond-orbital coupling from two photoelectron bands: a program that tests the result

```python
# Result under test: four equivalent orthonormal bond orbitals of silane with
# energy alpha and equal pair coupling beta have the levels
#   E(a1) = alpha + 3 beta (once),  E(t2) = alpha - beta (three times),
# so that with I = -E:  beta = -(I_a1 - I_t2)/4, alpha = -(I_a1 + 3 I_t2)/4.
# The model is also compared with Hartree-Fock bond orbitals and with
# coupled-cluster ionization energies. Model energies are in eV;
# molecular calculations run in Hartree atomic units.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, k as boltzmann, e as charge
from scipy.linalg import eigh
from scipy.optimize import fsolve, minimize_scalar
from pyscf import gto, scf, cc

HARTREE_EV = physical_constants['Hartree energy in eV'][0]
BOHR_NM = physical_constants['Bohr radius'][0] * 1e9
HYDROGEN_MASS = physical_constants['proton-electron mass ratio'][0] + 1.0


def bond_matrix(alpha, beta):
    return (alpha - beta) * np.eye(4) + beta * np.ones((4, 4))


def infer(i_t2, i_a1):
    return -(i_a1 + 3 * i_t2) / 4, -(i_a1 - i_t2) / 4


# ---- Symbolic determinant against the claimed levels
a, b, x = sp.symbols('alpha beta x')
matrix = sp.Matrix(4, 4, lambda i, j: a if i == j else b)
determinant = (x * sp.eye(4) - matrix).det()
assert sp.expand(determinant - (x - a - 3 * b) * (x - a + b)**3) == 0

# ---- Inference from the two given bands, checked by numerical inversion
i_t2, i_a1 = 12.7, 18.2
alpha, beta = infer(i_t2, i_a1)


def mismatch(p):
    levels = np.linalg.eigvalsh(bond_matrix(*p))
    return [levels[0] + i_a1, levels[-1] + i_t2]


numerical = fsolve(mismatch, [-15.0, -1.0])
assert np.allclose(numerical, [alpha, beta], atol=1e-7)
levels, vectors = np.linalg.eigh(bond_matrix(alpha, beta))
assert np.allclose(levels, [-i_a1, -i_t2, -i_t2, -i_t2])
assert np.allclose(np.abs(vectors[:, 0]), 0.5)
assert np.ptp(vectors[:, 0]) < 1e-10

# ---- Reversed assignment: a1 outside, t2 inside
alpha_rev, beta_rev = infer(i_a1, i_t2)
reversed_levels = np.linalg.eigvalsh(bond_matrix(alpha_rev, beta_rev))
assert np.allclose(reversed_levels, [-i_a1] * 3 + [-i_t2])
assert np.isclose(beta_rev, -beta)

# ---- Phase change of one orbital
flip = np.diag([-1.0, 1.0, 1.0, 1.0])
flipped = flip @ bond_matrix(alpha, beta) @ flip
triangle = flipped[0, 1] * flipped[1, 2] * flipped[2, 0]
assert flipped[0, 1] > 0 and np.isclose(triangle, beta**3)
assert np.allclose(np.linalg.eigvalsh(flipped), levels)

# ---- Reading error: numerical inversion at the four extreme readings
reading_error = 0.1
extremes = []
for d1 in (-reading_error, reading_error):
    for d2 in (-reading_error, reading_error):
        def shifted(p):
            w = np.linalg.eigvalsh(bond_matrix(*p))
            return [w[0] + i_a1 + d2, w[-1] + i_t2 + d1]
        extremes.append(abs(fsolve(shifted, [alpha, beta])[1]))
coupling_error = max(abs(v - abs(beta)) for v in extremes)
assert np.isclose(coupling_error, reading_error / 2, atol=1e-7)

# ---- Overlapping bond functions that give the same two bands
overlap = 0.05
num_a1, num_t2 = -i_a1 * (1 + 3 * overlap), -i_t2 * (1 - overlap)
alpha_bare, beta_bare = (num_a1 + 3 * num_t2) / 4, (num_a1 - num_t2) / 4
s_matrix = bond_matrix(1.0, overlap)
h_bare = bond_matrix(alpha_bare, beta_bare)
assert np.allclose(eigh(h_bare, s_matrix, eigvals_only=True), levels)
s_val, s_vec = np.linalg.eigh(s_matrix)
s_inv_half = s_vec @ np.diag(s_val**-0.5) @ s_vec.T
assert np.allclose(s_inv_half @ h_bare @ s_inv_half, bond_matrix(alpha, beta))

# ---- Hartree-Fock silane
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
corners = corners / np.sqrt(3.0)


def run_hf(hydrogens, basis='def2-svp'):
    atoms = [['Si', (0.0, 0.0, 0.0)]]
    atoms += [['H', tuple(map(float, p))] for p in hydrogens]
    mol = gto.M(atom=atoms, unit='Bohr', basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


search = minimize_scalar(lambda r: run_hf(r * corners).e_tot,
                         bounds=(2.5, 3.2), method='bounded',
                         options={'xatol': 1e-3})
bond_length = search.x
assert 2.55 < bond_length < 3.15
equilibrium = bond_length * corners
mf = run_hf(equilibrium)
valence = slice(5, 9)     # five core orbitals lie below the four valence ones
hf_levels = mf.mo_energy[valence] * HARTREE_EV
assert np.ptp(hf_levels[1:]) < 1e-3 and hf_levels[1] - hf_levels[0] > 1.0

# Bond orbitals by projection of hydrogen 1s functions
s_ao = mf.get_ovlp()
c_val = mf.mo_coeff[:, valence]
h_1s = mf.mol.search_ao_label('H 1s')
assert len(h_1s) == 4
projection = c_val.T @ s_ao[:, h_1s]
left, _, right = np.linalg.svd(projection)
bonds = c_val @ (left @ right)
assert np.allclose(bonds.T @ s_ao @ bonds, np.eye(4), atol=1e-8)
fock = bonds.T @ mf.get_fock() @ bonds * HARTREE_EV
alpha_hf = np.mean(np.diag(fock))
beta_hf = np.mean(fock[np.triu_indices(4, 1)])
assert np.allclose(fock, bond_matrix(alpha_hf, beta_hf), atol=1e-3)
formula_hf = infer(-np.mean(hf_levels[1:]), -hf_levels[0])
assert np.allclose([alpha_hf, beta_hf], formula_hf, atol=1e-3)
assert beta_hf < 0

# Mulliken populations of the first bond orbital, normalized to one
gross = bonds[:, 0] * (s_ao @ bonds[:, 0])
population = [gross[s[2]:s[3]].sum() for s in mf.mol.aoslice_by_atom()]
own_bond = population[0] + population[1]
assert np.isclose(sum(population), 1.0) and own_bond > 0.85


# ---- Relaxation and correlation from coupled-cluster ionization energies
def ionization(mean_field):
    solver = cc.RCCSD(mean_field, frozen=5)
    solver.conv_tol = 1e-8
    solver.kernel()
    assert solver.converged
    energies, _ = solver.ipccsd(nroots=4)
    energies = np.sort(np.real(energies)) * HARTREE_EV
    assert np.ptp(energies[:3]) < 0.005
    assert energies[3] - energies[2] > 1.0
    return np.mean(energies[:3]), energies[3]


cc_small = ionization(mf)
mf_large = run_hf(equilibrium, 'def2-tzvp')
hf_large = -mf_large.mo_energy[valence] * HARTREE_EV
koop_large = np.mean(hf_large[1:]), hf_large[0]
cc_large = ionization(mf_large)
beta_koop_large = infer(*koop_large)[1]
beta_cc_small = infer(*cc_small)[1]
beta_cc_large = infer(*cc_large)[1]
assert abs(beta_cc_large - beta) < 0.15
assert abs(beta_cc_large - beta) < abs(beta_koop_large - beta)

# ---- One component of the e bending mode: only hydrogens move
mode = corners * np.array([-1.0, -1.0, 2.0])
mode /= np.linalg.norm(mode)
assert np.allclose(mode.sum(axis=0), 0)
assert np.allclose(np.sum(mode * corners, axis=1), 0)


def bend(q):
    runs = [run_hf(equilibrium + sign * q * mode) for sign in (1, -1)]
    energy = np.mean([r.e_tot for r in runs])
    val = np.array([r.mo_energy[valence] for r in runs]) * HARTREE_EV
    split = np.mean(np.ptp(val[:, 1:], axis=1))
    coupling = np.mean((val[:, 1:].mean(axis=1) - val[:, 0]) / 4)
    return energy, split, coupling


step = 0.08
energy_step, split_step, _ = bend(step)
force_constant = 2 * (energy_step - mf.e_tot) / step**2
assert force_constant > 0
omega = np.sqrt(force_constant / HYDROGEN_MASS)
q_zero = np.sqrt(1 / (2 * HYDROGEN_MASS * omega))
_, split_zero, coupling_bent = bend(q_zero)
assert abs(split_zero / (split_step * q_zero / step) - 1) < 0.1
coupling_shift = coupling_bent - abs(beta_hf)
assert abs(coupling_shift) < 0.05


def thermal_split(temperature):
    kt = boltzmann * temperature / charge
    return split_zero / np.sqrt(np.tanh(omega * HARTREE_EV / (2 * kt)))


def show(label, value, unit, digits=3):
    print(f'{label}: {value:.{digits}f} {unit}')


show('Given outer band, t2', i_t2, 'eV', 1)
show('Given inner band, a1', i_a1, 'eV', 1)
show('Band separation', i_a1 - i_t2, 'eV', 1)
show('Inferred alpha', alpha, 'eV')
show('Inferred beta', beta, 'eV')
show('Inferred coupling magnitude', abs(beta), 'eV')
show('Same magnitude', abs(beta) / HARTREE_EV, 'hartree', 4)
show('Model a1 level from diagonalization', levels[0], 'eV')
show('Model t2 level from diagonalization', levels[-1], 'eV')
show('Beta if assignment is reversed', beta_rev, 'eV')
show('Alpha if assignment is reversed', alpha_rev, 'eV')
show('Chosen reading error per band', reading_error, 'eV', 2)
show('Largest resulting coupling error', coupling_error, 'eV')
show('Illustrative overlap S', overlap, '(dimensionless)', 2)
show('Bare alpha at this overlap', alpha_bare, 'eV')
show('Bare beta at this overlap', beta_bare, 'eV')
show('HF/def2-SVP Si-H length', bond_length * BOHR_NM, 'nm', 4)
show('HF/def2-SVP Koopmans t2 energy', -np.mean(hf_levels[1:]), 'eV')
show('HF/def2-SVP Koopmans a1 energy', -hf_levels[0], 'eV')
show('HF/def2-SVP bond-orbital alpha', alpha_hf, 'eV')
show('HF/def2-SVP bond-orbital beta', beta_hf, 'eV')
show('Bond-orbital population on Si', population[0], '(fraction)')
show('Bond-orbital population on own H', population[1], '(fraction)')
show('Population on Si plus own H', own_bond, '(fraction)')
show('HF/def2-TZVP Koopmans t2 energy', koop_large[0], 'eV')
show('HF/def2-TZVP Koopmans a1 energy', koop_large[1], 'eV')
show('HF/def2-TZVP beta', beta_koop_large, 'eV')
show('EOM-CCSD/def2-SVP t2 ionization', cc_small[0], 'eV')
show('EOM-CCSD/def2-SVP a1 ionization', cc_small[1], 'eV')
show('EOM-CCSD/def2-SVP effective beta', beta_cc_small, 'eV')
show('EOM-CCSD/def2-TZVP t2 ionization', cc_large[0], 'eV')
show('EOM-CCSD/def2-TZVP a1 ionization', cc_large[1], 'eV')
show('EOM-CCSD/def2-TZVP effective beta', beta_cc_large, 'eV')
show('e-bend harmonic quantum, HF/def2-SVP', omega * HARTREE_EV, 'eV', 4)
show('e-bend zero-point rms displacement', q_zero * BOHR_NM, 'nm', 4)
show('t2 splitting at that displacement', split_zero, 'eV')
show('Thermal rms t2 splitting at 300 K', thermal_split(300), 'eV')
show('Thermal rms t2 splitting at 900 K', thermal_split(900), 'eV')
show('Coupling shift at zero-point bend', coupling_shift, 'eV', 4)
print('success')
```

Printed output:

```
Given outer band, t2: 12.7 eV
Given inner band, a1: 18.2 eV
Band separation: 5.5 eV
Inferred alpha: -14.075 eV
Inferred beta: -1.375 eV
Inferred coupling magnitude: 1.375 eV
Same magnitude: 0.0505 hartree
Model a1 level from diagonalization: -18.200 eV
Model t2 level from diagonalization: -12.700 eV
Beta if assignment is reversed: 1.375 eV
Alpha if assignment is reversed: -16.825 eV
Chosen reading error per band: 0.10 eV
Largest resulting coupling error: 0.050 eV
Illustrative overlap S: 0.05 (dimensionless)
Bare alpha at this overlap: -14.281 eV
Bare beta at this overlap: -2.216 eV
HF/def2-SVP Si-H length: 0.1481 nm
HF/def2-SVP Koopmans t2 energy: 13.253 eV
HF/def2-SVP Koopmans a1 energy: 19.901 eV
HF/def2-SVP bond-orbital alpha: -14.915 eV
HF/def2-SVP bond-orbital beta: -1.662 eV
Bond-orbital population on Si: 0.428 (fraction)
Bond-orbital population on own H: 0.584 (fraction)
Population on Si plus own H: 1.012 (fraction)
HF/def2-TZVP Koopmans t2 energy: 13.238 eV
HF/def2-TZVP Koopmans a1 energy: 19.854 eV
HF/def2-TZVP beta: -1.654 eV
EOM-CCSD/def2-SVP t2 ionization: 12.704 eV
EOM-CCSD/def2-SVP a1 ionization: 18.361 eV
EOM-CCSD/def2-SVP effective beta: -1.414 eV
EOM-CCSD/def2-TZVP t2 ionization: 12.766 eV
EOM-CCSD/def2-TZVP a1 ionization: 18.381 eV
EOM-CCSD/def2-TZVP effective beta: -1.404 eV
e-bend harmonic quantum, HF/def2-SVP: 0.1296 eV
e-bend zero-point rms displacement: 0.0126 nm
t2 splitting at that displacement: 0.422 eV
Thermal rms t2 splitting at 300 K: 0.425 eV
Thermal rms t2 splitting at 900 K: 0.510 eV
Coupling shift at zero-point bend: 0.0016 eV
success
```
